# Does a phonon carry mechanical momentum?: verification in Python

```python
# Result under test: on a ring of N cells with forces between atoms only,
# (i) no vibration other than uniform translation has total mechanical momentum P;
# (ii) the phonon label q is an eigenvalue label of the one-site pattern shift T,
#      T = exp(-i q a), conserved only modulo G = 2 pi / a.
# Symbols: m mass, K spring constant, a spacing, g and h cubic and quartic constants,
# u_n displacement, p_n momentum, integer index j means q = 2 pi j / (N a).
import itertools
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.constants import hbar, e as charge

N = 6
m, K, a = 4.0e-26, 10.0, 3.0e-10
g, h = -4.0e11, 2.0e22
amplitude = 1.0e-11
meV = 1e-3 * charge
w0 = np.sqrt(K / m)
sites = np.arange(N)


def omega(j):
    return 2 * w0 * abs(np.sin(np.pi * j / N))


def wavenumber(j):
    return 2 * np.pi * j / (N * a)


def ring_matrix(springs):
    """Force-constant matrix; springs[n] joins atoms n and n+1."""
    size = len(springs)
    matrix = np.zeros((size, size))
    for n, k in enumerate(springs):
        r = (n + 1) % size
        matrix[n, n] += k
        matrix[r, r] += k
        matrix[n, r] -= k
        matrix[r, n] -= k
    return matrix


print("atoms in ring N =", N)
print(f"mass m = {m:.2e} kg")
print(f"spring constant K = {K:.1f} N/m")
print(f"spacing a = {a*1e9:.2f} nm")
print(f"cubic constant g = {g:.2e} N/m^2")
print(f"quartic constant h = {h:.2e} N/m^3")
for j in (1, 2, 3):
    print(f"phonon energy, index {j} = {hbar*omega(j)/meV:.3f} meV")
print(f"hbar q, index 1 = {hbar*wavenumber(1):.4e} kg m/s")
print(f"hbar q, index 2 = {hbar*wavenumber(2):.4e} kg m/s")
print(f"hbar G = {hbar*wavenumber(N):.4e} kg m/s")

# Two-mass ring: momentum content of every normal mode by diagonalization
masses = np.tile([m, 2 * m], N)
weighted = ring_matrix(np.full(2 * N, K)) / np.sqrt(np.outer(masses, masses))
squares, vectors = np.linalg.eigh(weighted)
content = np.abs(np.sqrt(masses) @ vectors) / np.sqrt(masses.sum())
assert abs(content[0] - 1) < 1e-10 and np.all(content[1:] < 1e-10)
optical = np.sqrt(2 * K * (1 / m + 1 / (2 * m)))
assert abs(np.sqrt(squares[-1]) / optical - 1) < 1e-10
print("two-mass ring: masses m and 2m, cells =", N)
print("modes with total momentum =", int(np.sum(content > 1e-8)), "of", 2 * N)
print(f"q=0 optical mode energy = {hbar*np.sqrt(squares[-1])/meV:.3f} meV")

# Travelling wave, then its evolution in an intact ring and with one weak spring
phase = 2 * np.pi * sites / N
start_u = amplitude * np.cos(phase)
start_v = omega(1) * amplitude * np.sin(phase)
print(f"wave amplitude A = {amplitude*1e9:.3f} nm, index 1, time 0")
for n in sites:
    print(f"momentum of atom {n} = {m*start_v[n]*1e24:+.3f} x 1e-24 kg m/s")
print(f"sum of momenta = {abs(round(m*start_v.sum()*1e24, 6)):.3f} x 1e-24 kg m/s")
weak = 0.5
reflected = []
for factor in (1.0, weak):
    springs = np.ones(N)
    springs[0] = factor
    generator = np.block([[np.zeros((N, N)), np.eye(N)],
                          [-ring_matrix(springs), np.zeros((N, N))]])
    step = expm(0.1 * generator)
    state = np.concatenate([start_u, start_v / w0]) / amplitude
    peak = 0.0
    for _ in range(201):
        u, v = state[:N], state[N:]
        assert abs(v.sum()) < 1e-10
        backward = np.mean(np.exp(1j * phase) * (u + 1j * v * w0 / omega(1)))
        peak = max(peak, abs(backward))
        state = step @ state
    reflected.append(peak)
assert reflected[0] < 1e-10 and reflected[1] > 0.1
print(f"weak spring / normal spring = {weak:.2f}")
print(f"time followed = {20/w0*1e12:.3f} ps")
print(f"peak -q amplitude / A, intact ring = {reflected[0]:.3f}")
print(f"peak -q amplitude / A, weak spring = {reflected[1]:.3f}")

# Wave function of two index-2 phonons, built with differential operators
# (here hbar = m = w0 = 1; the centre of mass is at rest)
x = sp.symbols("x0:6", real=True)
values, modes = np.linalg.eigh(ring_matrix(np.ones(N)))
width = (modes * np.sqrt(np.clip(values, 0, None))) @ modes.T
width_x = [sum(float(width[n, k]) * x[k] for k in range(N)) for n in range(N)]


def derivative(f, n):
    """Polynomial factor of d/dx_n acting on f times the ground state."""
    return sp.expand(sp.diff(f, x[n]) - width_x[n] * f)


def create(f, j):
    w = float(omega(j) / w0)
    total = 0
    for n in range(N):
        c = complex(np.exp(2j * np.pi * j * n / N) / np.sqrt(N))
        coefficient = sp.Float(c.real) + sp.I * sp.Float(c.imag)
        total += coefficient * (np.sqrt(w / 2) * x[n] * f
                                - derivative(f, n) / np.sqrt(2 * w))
    return sp.expand(total)


pair = create(create(sp.Integer(1), 2), 2)
kinetic = -sum(derivative(derivative(pair, n), n) for n in range(N)) / 2
pair_function = sp.lambdify(x, pair, "numpy")
kinetic_function = sp.lambdify(x, kinetic, "numpy")


def ground(point):
    return np.exp(-0.5 * point @ width @ point)


def pair_state(point):
    return pair_function(*point) * ground(point)


point = np.array([0.31, -0.42, 0.77, 0.15, -0.63, 0.28])
shift = 0.37
potential = 0.5 * np.sum((np.roll(point, -1) - point) ** 2)
local_energy = kinetic_function(*point) / pair_function(*point) + potential
expected_energy = (sum(omega(j) for j in range(1, N)) / 2 + 2 * omega(2)) / w0
assert abs(local_energy - expected_energy) < 1e-8
assert abs(pair_state(point + shift) / pair_state(point) - 1) < 1e-8
pattern_phase = pair_state(np.roll(point, -1)) / pair_state(point)
assert abs(pattern_phase - np.exp(-2j * np.pi * 4 / N)) < 1e-8
single = sp.lambdify(x, create(sp.Integer(1), -2), "numpy")
single_phase = single(*np.roll(point, -1)) / single(*point)
assert abs(single_phase - pattern_phase) < 1e-8
print(f"T phase, two index-2 phonons = {np.degrees(np.angle(pattern_phase)):.2f} deg")
print(f"T phase, one index -2 phonon = {np.degrees(np.angle(single_phase)):.2f} deg")

# A scattering kick changes P by hbar Q and the T phase by exp(-i Q a)
spacing = 5.0
for transfer in (2, 8):
    Q = 2 * np.pi * transfer / (N * spacing)

    def kicked(y):
        return np.sum(np.exp(1j * Q * (sites * spacing + y))) * ground(y)

    assert abs(kicked(point + shift) / kicked(point) - np.exp(1j * Q * shift)) < 1e-9
    ratio = kicked(np.roll(point, -1)) / kicked(point)
    assert abs(ratio - np.exp(-1j * Q * spacing)) < 1e-9

# Phonon number basis with at most five quanta, q = 0 motion left out
labels = [1, 2, 3, -2, -1]
basis = [s for s in itertools.product(range(6), repeat=5) if sum(s) <= 5]
where = {s: i for i, s in enumerate(basis)}
size = len(basis)
lower = []
for k in range(5):
    matrix = np.zeros((size, size))
    for s, i in where.items():
        if s[k] > 0:
            t = list(s)
            t[k] -= 1
            matrix[where[tuple(t)], i] = np.sqrt(s[k])
    lower.append(matrix)
position, momentum = [], []
for n in sites:
    un = np.zeros((size, size), complex)
    pn = np.zeros((size, size), complex)
    for j, b in zip(labels, lower):
        wave = np.exp(2j * np.pi * j * n / N) * b
        un += np.sqrt(hbar / (2 * m * omega(j) * N)) * (wave + wave.conj().T)
        pn += -1j * np.sqrt(m * hbar * omega(j) / (2 * N)) * (wave - wave.conj().T)
    position.append(un)
    momentum.append(pn)


def index_of(*phonons):
    return where[tuple(phonons.count(j) for j in labels)]


harmonic = np.zeros((size, size), complex)
cubic = np.zeros((size, size), complex)
quartic = np.zeros((size, size), complex)
for n in sites:
    stretch = position[(n + 1) % N] - position[n]
    squared = stretch @ stretch
    harmonic += momentum[n] @ momentum[n] / (2 * m) + K * squared / 2
    cubic += g / 6 * squared @ stretch
    quartic += h / 24 * squared @ squared
low = [i for i, s in enumerate(basis) if sum(s) <= 2]
zero_point = sum(hbar * omega(j) for j in labels) / 2
energies = [zero_point + sum(c * hbar * omega(j) for c, j in zip(basis[i], labels))
            for i in low]
assert np.allclose(harmonic[np.ix_(low, low)] / meV, np.diag(energies) / meV, atol=1e-9)

# Selection rule: compare all anharmonic couplings among the low states
sums = np.array([sum(c * j for c, j in zip(basis[i], labels)) for i in low])
change = sums[:, None] - sums[None, :]
coupling = np.abs((cubic + quartic)[np.ix_(low, low)]) / meV
assert coupling[change % N != 0].max() < 1e-10
assert coupling[(change % N == 0) & (change != 0)].max() > 1e-3
for first, last, name in ((1, 2, "normal 1+1 to 2"), (2, -2, "umklapp 2+2 to -2")):
    element = abs(cubic[index_of(last), index_of(first, first)])
    product = np.prod([hbar * omega(j) / (2 * N * K) for j in (first, first, last)])
    formula = abs(g) * N / np.sqrt(2) * np.sqrt(product)
    assert abs(element / formula - 1) < 1e-9
    print(f"coupling, {name} = {element/meV:.4f} meV")
forbidden = abs(cubic[index_of(-1), index_of(1, 1)]) / meV
assert forbidden < 1e-10
print(f"coupling, forbidden 1+1 to -1 = {forbidden:.4f} meV")

# Momentum of one atom in the vacuum and in a one-phonon state
vacuum, one = index_of(), index_of(2)
square_p = momentum[0] @ momentum[0]
p_vacuum, p_one = square_p[vacuum, vacuum].real, square_p[one, one].real
assert abs((p_one - p_vacuum) / (m * hbar * omega(2) / N) - 1) < 1e-9
print(f"rms atom momentum, no phonon = {np.sqrt(p_vacuum):.4e} kg m/s")
print(f"rms atom momentum, one index-2 phonon = {np.sqrt(p_one):.4e} kg m/s")

# One-phonon scattering amplitudes for two transfers that differ by G
mean_square = (position[0] @ position[0])[vacuum, vacuum].real
print(f"rms zero-point displacement = {np.sqrt(mean_square)*1e12:.3f} pm")
for transfer in (2, 8):
    Q = wavenumber(transfer)
    operator = sum(np.exp(1j * Q * n * a) * expm(1j * Q * position[n]) for n in sites)
    found = {j: operator[index_of(j), vacuum] for j in labels}
    W = Q ** 2 * mean_square / 2
    formula = 1j * Q * np.sqrt(N * hbar / (2 * m * omega(2))) * np.exp(-W)
    assert abs(found[2] / formula - 1) < 1e-7
    assert max(abs(found[j]) for j in labels if j != 2) < 1e-10
    print(f"transfer index {transfer}: hbar Q to crystal = {hbar*Q:.4e} kg m/s")
    print(f"  exponent W = {W:.5f}")
    print(f"  amplitude for index-2 phonon = {abs(found[2]):.4f}")
    print(f"  recoil energy of ring = {(hbar*Q)**2/(2*N*m)/meV:.5f} meV")

print("finished without a failed check")
```

Printed output:

```
atoms in ring N = 6
mass m = 4.00e-26 kg
spring constant K = 10.0 N/m
spacing a = 0.30 nm
cubic constant g = -4.00e+11 N/m^2
quartic constant h = 2.00e+22 N/m^3
phonon energy, index 1 = 10.407 meV
phonon energy, index 2 = 18.026 meV
phonon energy, index 3 = 20.814 meV
hbar q, index 1 = 3.6812e-25 kg m/s
hbar q, index 2 = 7.3623e-25 kg m/s
hbar G = 2.2087e-24 kg m/s
two-mass ring: masses m and 2m, cells = 6
modes with total momentum = 1 of 12
q=0 optical mode energy = 18.026 meV
wave amplitude A = 0.010 nm, index 1, time 0
momentum of atom 0 = +0.000 x 1e-24 kg m/s
momentum of atom 1 = +5.477 x 1e-24 kg m/s
momentum of atom 2 = +5.477 x 1e-24 kg m/s
momentum of atom 3 = +0.000 x 1e-24 kg m/s
momentum of atom 4 = -5.477 x 1e-24 kg m/s
momentum of atom 5 = -5.477 x 1e-24 kg m/s
sum of momenta = 0.000 x 1e-24 kg m/s
weak spring / normal spring = 0.50
time followed = 1.265 ps
peak -q amplitude / A, intact ring = 0.000
peak -q amplitude / A, weak spring = 0.977
T phase, two index-2 phonons = 120.00 deg
T phase, one index -2 phonon = 120.00 deg
coupling, normal 1+1 to 2 = 0.7220 meV
coupling, umklapp 2+2 to -2 = 1.2506 meV
coupling, forbidden 1+1 to -1 = 0.0000 meV
rms atom momentum, no phonon = 6.4410e-24 kg m/s
rms atom momentum, one index-2 phonon = 7.7936e-24 kg m/s
rms zero-point displacement = 7.126 pm
transfer index 2: hbar Q to crystal = 7.3623e-25 kg m/s
  exponent W = 0.00124
  amplitude for index-2 phonon = 0.1185
  recoil energy of ring = 0.00705 meV
transfer index 8: hbar Q to crystal = 2.9449e-24 kg m/s
  exponent W = 0.01980
  amplitude for index-2 phonon = 0.4653
  recoil energy of ring = 0.11277 meV
finished without a failed check
```
